# The characteristic Lindhard angle of a silicon 110 row

A helium ion of kinetic energy $E=2.0$ MeV travels through silicon at a small angle $\psi$ to a 110 row of atoms. The spacing along the row is $d=0.384$ nm, and the charge numbers are $Z_1=2$ for the ion and $Z_2=14$ for the row atoms. Treat the motion as classical, non-relativistic and elastic. Measure $\psi$ where the field of the row is negligible, and let $z$ run along the row and $r$ be the distance from it.

The interaction of the ion with one atom at separation $R$ is taken as Lindhard's standard potential,

$$V(R)=Z_1Z_2k\left[\frac1R-\frac1{\sqrt{R^2+C^2a^2}}\right],\qquad C^2=3,$$

with $k=e^2/(4\pi\varepsilon_0)=1.43996$ eV nm. For a stripped ion the screening length is $a=0.8853\,a_0Z_2^{-1/3}=0.01944$ nm, where $a_0$ is the Bohr radius. Energies are in eV, lengths in nm, and angles in formulas are in radians.

## Part (a): the row potential

**Question.** Average $V$ along an infinite straight row to find the potential $U(r)$ that replaces the separate atoms. Give its forms near to and far from the row.

**Answer.** There is one atom per length $d$, so

$$U(r)=\frac1d\int_{-\infty}^{\infty}V\!\left(\sqrt{z^2+r^2}\right)dz .$$

Each term of $V$ alone gives a logarithmically divergent integral, so integrate both from $-L$ to $L$ and let $L$ grow afterwards. With $s^2=r^2+C^2a^2$,

$$\int_{-L}^{L}\frac{dz}{\sqrt{z^2+r^2}}=2\ln\frac{L+\sqrt{L^2+r^2}}{r}\;\to\;2\ln\frac{2L}{r}.$$

The second term gives $2\ln(2L/s)$ in the same way. In the difference $L$ cancels:

$$2\ln\frac{2L}{r}-2\ln\frac{2L}{s}=\ln\frac{s^2}{r^2}.$$

Therefore

$$U(r)=\frac{Z_1Z_2k}{d}\ln\!\left(1+\frac{C^2a^2}{r^2}\right).$$

For $r\ll Ca$ this is $(2Z_1Z_2k/d)\ln(Ca/r)$, the potential of a bare line of charge. For $r\gg Ca$, $\ln(1+x)\approx x$ gives $Z_1Z_2kC^2a^2/(d\,r^2)$, which is weakened by screening.

## Part (b): many small deflections

**Question.** Find the angle through which one atom turns the ion. Hence show that a quantity which may be called the transverse energy is conserved.

**Answer.** Let the ion, of momentum $p$ and speed $v$, pass an atom at distance $r$. If it moves sideways very little during the passage, $r$ may be held fixed and $dt=dz/v$. The transverse momentum it receives is

$$\Delta p=-\int\frac{\partial V}{\partial r}\,\frac{dz}{v}=-\frac{d}{v}\,\frac{dU}{dr},$$

because the integral of $V$ over $z$ is $U\,d$. Dividing by $p$ and using $pv=2E$ gives the small deflection

$$\theta=-\frac{d}{2E}\frac{dU}{dr}.$$

To evaluate it, write the logarithm in $U$ as $\ln(r^2+C^2a^2)-2\ln r$. Then

$$\frac{dU}{dr}=\frac{Z_1Z_2k}{d}\left[\frac{2r}{r^2+C^2a^2}-\frac2r\right]=-\frac{Z_1Z_2k}{d}\,\frac{2C^2a^2}{r(r^2+C^2a^2)}.$$

The slope of $U$ is negative, so $\theta$ is positive: the ion is pushed away from the row. At $r=0.01$ nm the formula gives $1.8525\times10^{-3}$ rad. Numerical integration of Newton's equations past one atom gives $1.8520\times10^{-3}$ rad.

If many atoms share the work of turning the ion, the deflection $\theta$ per length $d$ may be spread evenly along $z$. Let $\mathbf r$ be the transverse position and $\mathbf q=d\mathbf r/dz$ the transverse slope, whose magnitude is the local angle to the row. Then

$$\frac{d\mathbf q}{dz}=-\frac{\nabla U}{2E}.$$

Take the scalar product with $2E\mathbf q$. On the left, $2E\,\mathbf q\cdot d\mathbf q/dz=d(Eq^2)/dz$. On the right, $-\mathbf q\cdot\nabla U=-dU/dz$ along the path. Hence

$$\frac{d}{dz}\left(Eq^2+U\right)=0,\qquad Eq^2+U(r)=E\psi^2 .$$

The constant follows from the region far from the row, where $U=0$ and $q=\psi$. The ion has 2 MeV in all, but only the small part $E\psi^2$ is available for climbing towards the row.

## Part (c): the characteristic angle

**Question.** An ion heads straight for the row in the transverse plane. Find its distance of closest approach $r_{\min}$. Identify the angle $\psi_1$ whose transverse energy equals the prefactor of the logarithm in the near-row form of $U$, and compute it in degrees.

**Answer.** The prefactor is $2Z_1Z_2k/d$, so the definition is

$$E\psi_1^2=\frac{2Z_1Z_2k}{d},\qquad \psi_1=\sqrt{\frac{2Z_1Z_2k}{E\,d}} .$$

With this notation $U=\tfrac12E\psi_1^2\ln(1+C^2a^2/r^2)$. At the turning point of a head-on approach $q=0$, so $U(r_{\min})=E\psi^2$, or

$$\ln\!\left(1+\frac{C^2a^2}{r_{\min}^2}\right)=\frac{2\psi^2}{\psi_1^2}.$$

Exponentiate, subtract 1 and solve for the distance:

$$r_{\min}=\frac{Ca}{\sqrt{e^{2\psi^2/\psi_1^2}-1}} .$$

The numbers are

$$E\psi_1^2=\frac{2\times2\times14\times1.43996}{0.384}=209.99\ \text{eV},$$

$$\psi_1^2=\frac{209.99}{2.0\times10^6}=1.0500\times10^{-4},\qquad \psi_1=0.01025\ \text{rad}=0.587^\circ .$$

The characteristic Lindhard angle is thus about $0.59^\circ$. It varies as $E^{-1/2}$, so at fixed $Z_1$, $Z_2$ and $d$ a fourfold energy halves it. A more densely packed row has a larger angle.

At $\psi=\psi_1$ the ion turns at $Ca/\sqrt{e^2-1}=0.01332$ nm, about $0.69a$. For $\psi\ll\psi_1$ the exponential may be expanded, and $r_{\min}\approx Ca\psi_1/(\sqrt2\,\psi)$: the ion stays far out. For $\psi\gg\psi_1$, $r_{\min}\approx Ca\,e^{-\psi^2/\psi_1^2}$: the distance collapses.

Nothing in this formula makes $\psi_1$ a threshold. Since $U$ grows without limit as $r\to0$, a smooth row would reflect an ion at every angle for which these equations were valid. The angle $\psi_1$ marks the scale on which the turning distance shrinks. A real limit must come from what the smooth row leaves out: the gaps between atoms and their thermal motion.

## Part (d): when the row looks smooth

**Question.** Use the sideways distance travelled between neighbouring atoms to judge the result of part (c). Find the energy above which $\psi_1$ is the appropriate scale, and estimate the scale well below that energy.

**Answer.** Between atoms the ion moves sideways by about $\psi d$. Smoothing the row requires this to be small compared with $r_{\min}$, so that several atoms share the reflection. At $\psi_1$,

$$\psi_1d=0.00393\ \text{nm},\qquad \frac{\psi_1d}{r_{\min}}=\frac{0.00393}{0.01332}\approx0.30 .$$

The condition is met, though not by a large factor. Since $r_{\min}$ at $\psi_1$ is of order $a$, the requirement is roughly $\psi_1d<a$, to within a factor of order one. Squaring it and inserting $\psi_1^2$ gives

$$\frac{2Z_1Z_2k\,d}{E}<a^2\quad\Longleftrightarrow\quad E>\frac{2Z_1Z_2k\,d}{a^2}=81.9\ \text{keV}.$$

The number is only an order of magnitude: using $0.69a$ in place of $a$ would give about 175 keV. The ion's 2 MeV lies well above either value. In terms of angles, $\psi_1=0.01025$ is well below $a/d=0.0506$.

A static row of separate atoms tests the judgement. Newton's equations were integrated for ions moving in a plane containing the row, with three starting positions along $z$. At $\psi_1/2$ and at $\psi_1$ all were reflected, with exit angles within 2% of the entry angle and closest approaches within 3% of the formula. At $\psi_1$ the mean closest approach was 0.01332 nm.

At $3\psi_1$ the smooth row predicts $r_{\min}\approx Ca\,e^{-9}\approx4\times10^{-6}$ nm, while the step $\psi d$ is about 0.012 nm. The smooth picture has no meaning there. Two of the three ions ended on the far side of the row.

Well below the threshold energy, the row ceases to look smooth while the ion is still in the outer tail of $U$. Take $r_{\min}=\psi d$ as an order-of-magnitude criterion for the limit. With the tail from part (a),

$$E\psi^2=\frac{E\psi_1^2}{2}\,\frac{C^2a^2}{(\psi d)^2}
\quad\Longrightarrow\quad
\psi^4=\frac{C^2a^2\psi_1^2}{2d^2},\qquad
\psi=\sqrt{\frac{Ca\,\psi_1}{\sqrt2\,d}} .$$

This scale varies as $E^{-1/4}$ at fixed $a$, more slowly than $\psi_1$. Use of the tail requires $\psi d\gg Ca$. Since $(\psi d)^2=Ca\,\psi_1d/\sqrt2$, that means $\psi_1d\gg\sqrt2\,Ca$, the opposite regime from the present example.

## Part (e): the effect on close encounters

**Question.** Backscattering requires an ion to come very close to a nucleus. The row atoms vibrate with rms displacement $u=0.0078$ nm along each transverse axis, a rough room-temperature value. For a smooth, isolated row, find the close-encounter yield $\chi$ relative to that of undeflected ions, and the angle at which $\chi=1/2$.

**Answer.** The product of two Gaussian distributions, one for each transverse axis, gives the probability density of an atom's position:

$$P(r)=\frac{e^{-r^2/\rho^2}}{\pi\rho^2},\qquad \rho^2=2u^2,\qquad \rho=0.01103\ \text{nm}.$$

The ion density near the row is also needed. Because $P$ is symmetric about the row, a beam has the same yield from every azimuth, and the incident directions may be averaged over azimuth without changing $\chi$. Far away, the density in position and slope is then

$$f=\frac{n_0}{\pi}\,\delta(q^2-\psi^2),$$

where $n_0$ is the incident density. The factor $1/\pi$ is correct because $d^2q=\pi\,d(q^2)$ after integration over direction.

The equations $d\mathbf r/dz=\mathbf q$ and $d\mathbf q/dz=-\nabla U/(2E)$ preserve volume in the space of $\mathbf r$ and $\mathbf q$, so $f$ is constant along a path. The potential is repulsive and every allowed path, apart from a set of zero measure, comes from infinity. Conservation of transverse energy therefore gives, near the row,

$$f=\frac{n_0}{\pi}\,\delta\!\left(q^2+\frac{U(r)}E-\psi^2\right).$$

Integrating over slopes gives density $n_0$ where $U(r)<E\psi^2$, and zero where $U(r)>E\psi^2$. The ions are spread uniformly outside a forbidden disc of radius $r_{\min}$. Undeflected ions would have density $n_0$ everywhere and unit relative yield, so

$$\chi=\int_{r_{\min}}^{\infty}P(r)\,2\pi r\,dr=e^{-r_{\min}^2/\rho^2}.$$

Direct integration of beam paths in the smooth row agrees: at $\psi/\psi_1=0.9$, 1.1 and 1.3 it gives yields of 0.101, 0.403 and 0.721, against 0.100, 0.403 and 0.720 from the law.

Half yield means $r_{\min}^2=\rho^2\ln2$. Squaring the formula for $r_{\min}$ and rearranging,

$$e^{2\psi^2/\psi_1^2}-1=\frac{C^2a^2}{\rho^2\ln2},$$

$$\psi_{1/2}=\psi_1\sqrt{\frac12\ln\!\left(1+\frac{C^2a^2}{\rho^2\ln2}\right)} .$$

Here $C^2a^2=1.134\times10^{-3}$ nm² and $\rho^2\ln2=8.43\times10^{-5}$ nm², with ratio 13.4. The square root is 1.155, so $\psi_{1/2}=0.678^\circ$.

Larger vibrations reduce this angle, because atoms stray farther into the region occupied by ions. The dependence is weak. Let $y=13.4$ be the ratio just found and $F=1.155$ the square root. Since $y\propto u^{-2}$, differentiating $F^2=\tfrac12\ln(1+y)$ gives

$$\frac{dF}{F}=-\frac{y}{2F^2(1+y)}\frac{du}{u}\approx-0.35\,\frac{du}{u}.$$

A 10% larger $u$ lowers the half-yield angle by only about 3%. Since $y$ depends on $a$ and $u$ only through $a/u$, a small relative change of $a$ has an equally weak effect, of opposite sign. This is why $\psi_1$, which contains neither $u$ nor $a$, is a useful scale in the high-energy regime.

## Part (f): from the model to a silicon crystal

**Question.** Estimate the main corrections to the half-yield angle of part (e), and state what the value of $\psi_1$ does and does not tell an experimenter.

**Answer.** The first three corrections below are each compared separately with the ideal factor 1.155; they are not independent contributions to be added. The last item concerns changes of $\psi_1$ itself.

*Separate, vibrating atoms.* A Monte Carlo calculation used 6000 ions at each angle, atoms spaced by $d$, and independent Gaussian displacements. The yield was 0.303 at $\psi_1$ and 0.534 at $1.1\psi_1$; runs of this size scatter by about 0.01 in each yield and by about 0.005 in the factor below. Linear interpolation gives

$$\frac{\psi_{1/2}}{\psi_1}=1.0+0.1\times\frac{0.500-0.303}{0.534-0.303}\approx1.09,$$

or $0.64^\circ$, about 6% below the smooth-row value. Discreteness and random displacement were introduced together, so this comparison does not separate their effects.

*Screening.* Molière's pair potential multiplies $Z_1Z_2k/R$ by $\sum_iw_ie^{-q_iR/a}$, with $w_i=0.10,\,0.55,\,0.35$ and $q_i=6.0,\,1.2,\,0.3$. Its row average is $U=E\psi_1^2\sum_iw_iK_0(q_ir/a)$, where $K_0$ is the modified Bessel function. Setting $U=E\psi^2$ at $r=\rho\sqrt{\ln2}$ gives a factor 1.089, again about 6% lower. Other potentials move it further: a Hartree-Fock silicon atom gives about 1.045 (10% lower) and the ZBL universal potential about 0.98 (15% lower). The choice of screening function thus matters at the level of 5 to 15%, while $\psi_1$ itself is unchanged.

*Entry into the crystal.* An ion crossing the surface at distance $r$ from a row acquires potential energy $U(r)$, so its transverse energy becomes $E\psi^2+U(r)$. To estimate the effect, give each row a cylinder whose volume per length $d$ equals the volume per atom. The cubic cell has edge $\sqrt2\,d$ and holds eight atoms, so the radius $r_0$ obeys

$$\pi r_0^2d=\frac{(\sqrt2\,d)^3}{8},\qquad r_0=0.1288\ \text{nm}.$$

The mean of $U$ over this cylinder is 26.66 eV, or 0.127 of $E\psi_1^2$. Less initial angle is needed to reach the same transverse energy, and the factor becomes $\sqrt{1.155^2-0.127}\approx1.10$, about 5% lower. This replaces a distribution of entry energies by its mean and ignores the fields of neighbouring rows. Averaging the yield over the full distribution of entry points gives about 1.11, or 4% lower.

*Relativity and slowing.* The relativistic value of $pv$ raises $\psi_1$ by 0.013%. With a rough random-direction stopping power of 250 eV/nm, an ion loses 25 keV in 100 nm. The local $\psi_1$ then rises by the factor $\sqrt{2.000/1.975}$, or 0.63%. The correction grows with depth.

Backscattering of 2 MeV helium can be used to study implantation damage in silicon, and the parameters here suit that setting. A real crystal breaks the assumption of an isolated, smooth row; vibration and entry each lower the half-yield angle by 4 to 6%, and the choice of screening function lowers it by 6 to 15%. Surface layers, lattice damage and beam divergence are not included. The value $\psi_1=0.587^\circ$ therefore sets the scale of the alignment needed, but it is not a prediction of a measured dip's half-width.

Nor should the formula be carried unchanged to dopant implantation. With the same $a$ and $d$, the threshold in part (d) is proportional to $Z_1$, and for boron ($Z_1=5$) it is about 205 keV. Boron implanted at tens of keV is not stripped: the electrons it keeps shorten the screening length, which raises the threshold further. Such boron therefore lies below the threshold, so the smooth-row argument for $\psi_1$ is no longer assured. The low-energy form of part (d) is not assured either: its condition $\psi_1d\gg\sqrt2\,Ca$ requires energies far below one sixth of the threshold, or about 34 keV with the same $a$. In this transition region either formula should be taken only as a rough estimate.

## Values computed for the example and the checks

```
ion and row charge numbers: 2, 14
ion energy: 2.0 MeV
row spacing: 0.384 nm
Coulomb constant k: 1.43996 eV nm
2 Z1 Z2 k/d = E psi1^2: 209.99 eV
psi1 squared: 1.0500e-04 rad^2
psi1: 0.01025 rad
psi1: 0.587 degrees
psi1 via atomic units: 0.587 degrees
screening length a: 0.01944 nm
a/d: 0.0506 rad
high-energy threshold: 81.9 keV
turning distance at psi1, formula: 0.01332 nm
same, discrete row, mean: 0.01332 nm
sideways step psi1 d: 0.00393 nm
one-atom kick at 0.01 nm, Newton: 1.8520e-03 rad
one-atom kick, formula: 1.8525e-03 rad
ions crossing row at 3 psi1: 2 of 3
thermal displacement u (rough): 0.0078 nm
rho: 0.01103 nm
smooth row, psi/psi1=0.9: yield 0.101, law 0.100
smooth row, psi/psi1=1.1: yield 0.403, law 0.403
smooth row, psi/psi1=1.3: yield 0.721, law 0.720
vibrating row, psi/psi1=0.5: yield 0.000
vibrating row, psi/psi1=0.7: yield 0.004
vibrating row, psi/psi1=0.8: yield 0.027
vibrating row, psi/psi1=0.9: yield 0.113
vibrating row, psi/psi1=1.0: yield 0.303
vibrating row, psi/psi1=1.1: yield 0.534
vibrating row, psi/psi1=1.2: yield 0.742
vibrating row, psi/psi1=1.3: yield 0.860
vibrating row, psi/psi1=1.5: yield 0.982
vibrating row, psi/psi1=1.8: yield 1.005
half-yield angle/psi1, smooth row: 1.155
half-yield angle, smooth row: 0.678 degrees
half-yield angle/psi1, vibrating row: 1.09
half-yield angle, vibrating row: 0.64 degrees
half-yield angle/psi1, Moliere screening: 1.089
equal-area cylinder radius: 0.1288 nm
mean entry potential: 26.66 eV
half-yield angle/psi1 with entry estimate: 1.099
relativistic change of psi1: 0.0134 percent
rough stopping power: 250 eV/nm; depth: 100 nm
change of psi1 by slowing: 0.63 percent
```
